# The planar Dirac-Coulomb problem and its critical coupling of one half, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the planar equation to the energies

### The decision that hangs on the result

Before calculating the levels of a relativistic electron that moves in a plane around a charge $Z$, one has to decide whether the charge may be a point or must be given a size. One must also decide how the radial functions shall behave at small distance, since an outward integration starts from this behaviour and a basis set has it built in.

Both decisions rest on the exponent

$$\gamma=\sqrt{j^2-(Z\alpha)^2},$$

where $j$ is the half-integer angular momentum and $\alpha$ the fine-structure constant. For the smallest value, $|j|=1/2$, the exponent is real only up to $Z\alpha=1/2$, or $Z\approx 68.5$. Below this coupling a point charge gives definite levels, provided the correct behaviour at the origin is imposed. Above it, the point charge no longer selects a solution, and a finite radius or some other short-distance condition is needed. In space the corresponding limit is $Z\alpha=1$.

### The model and its units

One electron moves in the $xy$ plane. A fixed charge sits at the origin and attracts it with the ordinary $1/r$ potential of three-dimensional space. This is not the logarithmic potential that electrostatics would have in a world with two dimensions. The model leaves out the recoil of the charge, radiative corrections and any motion out of the plane.

In Rydberg atomic units $\hbar=1$, $m=1/2$ and $e^2=2$. Lengths are in bohr and energies in rydberg (Ry). The speed of light follows from $\alpha=e^2/(\hbar c)$:

$$c=\frac{2}{\alpha},\qquad mc=\frac1\alpha,\qquad mc^2=\frac{2}{\alpha^2}.$$

In a plane, two anticommuting matrices are needed for the momentum and a third for the mass. The Pauli matrices supply all three, so two components suffice:

$$H=c(\sigma_xp_x+\sigma_yp_y)+mc^2\sigma_z-\frac{2Z}{r}.$$

The energy $E$ includes the rest energy. Bound states are sought in the gap $-mc^2<E<mc^2$.

### Separation of the angle

Written as a matrix, the kinetic term is

$$\sigma_xp_x+\sigma_yp_y=\begin{pmatrix}0&p_x-ip_y\\p_x+ip_y&0\end{pmatrix}.$$

The derivatives in polar coordinates are

$$\partial_x=\cos\varphi\,\partial_r-\frac{\sin\varphi}{r}\partial_\varphi,\qquad
\partial_y=\sin\varphi\,\partial_r+\frac{\cos\varphi}{r}\partial_\varphi .$$

Since $-\sin\varphi\pm i\cos\varphi=\pm i\,e^{\pm i\varphi}$, they combine to

$$p_x\pm ip_y=-i\,e^{\pm i\varphi}\left(\partial_r\pm\frac{i}{r}\partial_\varphi\right).$$

The factor $e^{+i\varphi}$ shows that an upper component with angular dependence $e^{il\varphi}$ is coupled only to a lower component with $e^{i(l+1)\varphi}$. Each component can be expanded in a Fourier series in $\varphi$, so the problem falls apart into such pairs. The pair is an eigenstate of

$$J=-i\partial_\varphi+\tfrac12\sigma_z$$

with eigenvalue $l+\tfrac12$ from the upper and $(l+1)-\tfrac12$ from the lower component. These agree, and $j=l+\tfrac12$ takes the values $\pm\tfrac12,\pm\tfrac32,\dots$ because $l$ is an integer.

Write

$$\psi=\frac{1}{\sqrt r}\begin{pmatrix}F(r)\,e^{i(j-1/2)\varphi}\\ iG(r)\,e^{i(j+1/2)\varphi}\end{pmatrix}.$$

The factor $1/\sqrt r$ cancels the $r$ in the area element, so the norm is $2\pi\int(F^2+G^2)\,dr$. The factor $i$ makes the radial equations real.

Acting on the upper component, $\partial_\varphi$ gives $i(j-\tfrac12)$, and therefore

$$(p_x+ip_y)\frac{F}{\sqrt r}e^{i(j-1/2)\varphi}
=-i\,e^{i(j+1/2)\varphi}\left(\frac{d}{dr}-\frac{j-\frac12}{r}\right)\frac{F}{\sqrt r}.$$

The derivative of $1/\sqrt r$ contributes $-F/(2r)$ inside the bracket. It changes $-(j-\tfrac12)$ into $-j$:

$$\left(\frac{d}{dr}-\frac{j-\frac12}{r}\right)\frac{F}{\sqrt r}=\frac1{\sqrt r}\left(F'-\frac jrF\right).$$

For the lower component, $-i$ times $i$ is $1$, and the same derivative changes $j+\tfrac12$ into $j$:

$$(p_x-ip_y)\frac{iG}{\sqrt r}e^{i(j+1/2)\varphi}
=\frac{e^{i(j-1/2)\varphi}}{\sqrt r}\left(G'+\frac jrG\right).$$

The two rows of $(H-E)\psi=0$ are now

$$c\left(G'+\frac jrG\right)+\left(mc^2-\frac{2Z}{r}-E\right)F=0,$$

$$-ic\left(F'-\frac jrF\right)+i\left(-mc^2-\frac{2Z}{r}-E\right)G=0.$$

### Dimensionless radial equations

Define

$$\rho=mcr=\frac r\alpha,\qquad \epsilon=\frac{E}{mc^2},\qquad g=Z\alpha .$$

Then $c\,d/dr=mc^2\,d/d\rho$. The potential divided by $mc^2$ is

$$-\frac{2Z}{r}\,\frac{\alpha^2}{2}=-\frac{Z\alpha^2}{\alpha\rho}=-\frac g\rho .$$

Divide the first row by $mc^2$. Multiply the second by $i$ and divide it by $mc^2$ as well. With a prime now denoting $d/d\rho$,

$$F'=\frac j\rho F-\left(1+\epsilon+\frac g\rho\right)G,$$

$$G'=-\frac j\rho G+\left(\epsilon-1+\frac g\rho\right)F. \tag{1}$$

At large $\rho$ these become $F'=-(1+\epsilon)G$ and $G'=-(1-\epsilon)F$. One more derivative gives $F''=(1-\epsilon^2)F$. A bound state must therefore fall off as $e^{-\lambda\rho}$, apart from powers, with

$$\lambda=\sqrt{1-\epsilon^2}>0 .$$

### What happens at the origin

Near $\rho=0$ the terms in $1/\rho$ dominate. The angular term and the Coulomb term have the same power of $\rho$, and this is why the coupling can alter the exponent itself. Insert $F=a\rho^s$, $G=b\rho^s$ into (1) and keep the leading power:

$$(s-j)a+gb=0,\qquad -ga+(s+j)b=0.$$

A nonzero solution needs a vanishing determinant:

$$s^2-j^2+g^2=0,\qquad s=\pm\gamma,\qquad \gamma=\sqrt{j^2-g^2}.$$

Take $0<g<|j|$, so that $\gamma$ is real and positive. The first equation gives $b/a=(j-s)/g$. The two behaviours are

$$\rho^{\gamma}\begin{pmatrix}g\\ j-\gamma\end{pmatrix},\qquad
\rho^{-\gamma}\begin{pmatrix}g\\ j+\gamma\end{pmatrix}. \tag{2}$$

The norm of the second behaves as $\int\rho^{-2\gamma}d\rho$ near zero and is finite when $\gamma<\tfrac12$. This happens when $g^2>j^2-\tfrac14$. For $|j|=\tfrac12$ the right side is zero, so the condition holds at every nonzero coupling. In this channel the demand for a normalizable function does not reject $\rho^{-\gamma}$, and by itself it does not fix the spectrum. For $|j|=\tfrac32$ the same difficulty begins only at $g=\sqrt2$.

A further condition is required. The potential energy near the origin is proportional to

$$\int(F^2+G^2)\frac{d\rho}{\rho}.$$

It converges for $\rho^{+\gamma}$, where the integrand is $\rho^{2\gamma-1}$. It diverges if any part of $\rho^{-\gamma}$ is present. We therefore require the behaviour $\rho^{+\gamma}$. The second half shows, for $j=\tfrac12$, that a charged shell whose radius shrinks to zero leads to the same choice.

### The power series

Write

$$\begin{pmatrix}F\\G\end{pmatrix}=\rho^\gamma e^{-\lambda\rho}\sum_{k\ge0}\begin{pmatrix}a_k\\b_k\end{pmatrix}\rho^k,\qquad a_0=g,\quad b_0=j-\gamma .$$

The derivative of the exponential gives $-\lambda$ times the function. Collecting the power $\rho^{\gamma+k-1}$ in (1) gives, for $k\ge1$,

$$(\gamma+k-j)a_k+gb_k=\lambda a_{k-1}-(1+\epsilon)b_{k-1},$$

$$-ga_k+(\gamma+k+j)b_k=\lambda b_{k-1}-(1-\epsilon)a_{k-1}. \tag{3}$$

The two right sides are proportional to each other. To see this, define

$$d_k=\lambda a_k-(1+\epsilon)b_k .$$

The first right side is $d_{k-1}$. In the second, use $1-\epsilon=\lambda^2/(1+\epsilon)$:

$$\lambda b_{k-1}-\frac{\lambda^2}{1+\epsilon}a_{k-1}=-\frac{\lambda}{1+\epsilon}d_{k-1}.$$

The determinant of the left side of (3) is

$$(\gamma+k)^2-j^2+g^2=k(k+2\gamma),$$

because $\gamma^2-j^2+g^2=0$. It is positive for $k\ge1$, so the series is unique. Solving the pair gives

$$a_k=\frac{d_{k-1}}{k(k+2\gamma)}\left[\gamma+k+j+\frac{g\lambda}{1+\epsilon}\right],$$

$$b_k=\frac{d_{k-1}}{k(k+2\gamma)}\left[g-\frac{\lambda(\gamma+k-j)}{1+\epsilon}\right]. \tag{4}$$

Now form $d_k$ from these. The terms with $j$ cancel, and $\lambda^2/(1+\epsilon)=1-\epsilon$. The bracket becomes

$$2\lambda(\gamma+k)+g(1-\epsilon)-g(1+\epsilon)=2\lambda(\gamma+k)-2g\epsilon .$$

Hence there is a recursion with a single term:

$$d_k=\frac{2[\lambda(k+\gamma)-g\epsilon]}{k(k+2\gamma)}\,d_{k-1},\qquad k\ge1. \tag{5}$$

### Why the series must end

Suppose no $d_k$ vanishes. The ratio $d_k/d_{k-1}$ approaches $2\lambda/k$, which is the ratio in the series of $e^{2\lambda\rho}$. From some $k$ onward all terms have one sign. For any small $\delta>0$ their sum eventually exceeds, in magnitude, a constant times $e^{2\lambda(1-\delta)\rho}$, apart from a polynomial. But

$$\lambda F-(1+\epsilon)G=\rho^\gamma e^{-\lambda\rho}\sum_kd_k\rho^k ,$$

so this combination grows exponentially when $\delta<\tfrac12$. The state is not bound. A bound state thus needs some $d_n=0$. Equation (4) then makes all later coefficients zero, and $n$ is the degree of the polynomial.

**Case $n\ge1$.** The factor in (5) must vanish at $k=n$:

$$\lambda(n+\gamma)=g\epsilon. \tag{6}$$

The left side is positive, hence $\epsilon>0$. It remains to be seen that $d_{n-1}$ was not already zero. The square bracket in (5) increases with $k$ and vanishes for one $k$ only, so this could happen only through $d_0=0$. The next case shows that $d_0=0$ implies $\lambda\gamma=g\epsilon$. This contradicts (6) for $n\ge1$.

**Case $n=0$.** Here $d_0=0$ means

$$\frac{\lambda}{1+\epsilon}=\frac{j-\gamma}{g}.$$

The left side is positive. For negative $j$ the right side is negative, so no such state exists. For positive $j$, square both sides and use $g^2=(j-\gamma)(j+\gamma)$:

$$\frac{1-\epsilon}{1+\epsilon}=\frac{j-\gamma}{j+\gamma},\qquad \epsilon=\frac\gamma j,\qquad \lambda=\frac gj .$$

These satisfy $\lambda\gamma=g\epsilon$, which is (6) with $n=0$.

### The Sommerfeld form

Square (6) and insert $\lambda^2=1-\epsilon^2$:

$$(1-\epsilon^2)(n+\gamma)^2=g^2\epsilon^2 .$$

Solving for $\epsilon$ and taking the positive root gives

$$\boxed{E=\frac{mc^2}{\sqrt{1+\dfrac{(Z\alpha)^2}{(n+\gamma)^2}}},\qquad \gamma=\sqrt{j^2-(Z\alpha)^2}} \tag{7}$$

with $n=0,1,2,\dots$ for $j>0$ and $n=1,2,\dots$ for $j<0$. It holds for $0<Z\alpha<|j|$ with the $\rho^{+\gamma}$ condition at the origin.

For a given $n$ the energy depends on $j$ only through $|j|$, so for $n\ge1$ the levels with $j$ and $-j$ coincide. The $n=0$ level has no partner at negative $j$. The missing partner can be traced to the signs in (2): near the origin $F$ and $G$ have equal signs for $j>0$ and opposite signs for $j<0$. The tail of a state with $d_0=0$ needs equal signs.

As a direct test, the spinors of five states at $Z=40$ were inserted in the Cartesian Dirac equation at two points of the plane. The largest residual, divided by $mc^2$ and by the size of the spinor, was about $10^{-16}$. This tests the angular separation, the units and the coefficient equations (3) together.

## Second half: the threshold and the finite charge

### Symbols and results carried over

The units have $\hbar=1$, $m=1/2$, $e^2=2$, $c=2/\alpha$. We use $g=Z\alpha$, $\rho=r/\alpha$, $\epsilon=E/mc^2$ and $\lambda=\sqrt{1-\epsilon^2}$. The radial functions $F,G$ obey

$$F'=\frac j\rho F-\left(1+\epsilon+\frac g\rho\right)G,\qquad
G'=-\frac j\rho G+\left(\epsilon-1+\frac g\rho\right)F. \tag{1}$$

Near the origin they behave as $\rho^{\pm\gamma}(g,\,j\mp\gamma)$, with $\gamma=\sqrt{j^2-g^2}$. Choosing $\rho^{+\gamma}$ gives $\epsilon=[1+g^2/(n+\gamma)^2]^{-1/2}$, with $n\ge0$ for $j>0$ and $n\ge1$ for $j<0$. For $n=0$, $\epsilon=\gamma/j$ and $\lambda=g/j$.

For a point charge with $0<Z\alpha<|j|$, requiring the behaviour $\rho^{+\gamma}$ at the origin gives the levels (7). It remains to show, for $j=\tfrac12$, that a shrinking charged shell selects the same behaviour, and to find what happens at and above $Z\alpha=\tfrac12$, where the size of the charge matters.
